# Electron density in 4H-SiC with nitrogen on two inequivalent sites: a program that tests the result

```python
# Result under test: the free-electron density n in 4H-SiC with nitrogen shared
# equally by hexagonal (h) and quasicubic (k) sites is the positive root of
#   n + NA = (N/2) [nh/(nh+n) + nk/(nk+n)],  ni = (Nc/g) exp(-Ei/kT).
# N: total donor density, NA: charged acceptor density, Nc: effective density
# of conduction states, g: ground-state degeneracy, Ei: donor binding energy.
# Densities are in cm^-3 and energies in eV. The independent road solves for
# the chemical potential mu, measured from the conduction-band edge.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

K_B = const.k / const.e
E_H, E_K = 0.061, 0.126
N, N_A = 1.0e17, 1.0e15
VALLEYS, MASS = 3, 0.4
HEX, CUB = [E_H] * 2, [E_K] * 2
TEMPS = [100, 150, 200, 250, 300, 400, 500, 600]
nodes, weights = np.polynomial.legendre.leggauss(100)
Y = 4.0 * (nodes + 1.0)
W = 4.0 * weights


def band_density(mu, T, fermi):
    """Quadrature over parabolic valleys, with energy = kT * Y**2."""
    scale = (2 * MASS * const.m_e * const.k * T / const.hbar**2) ** 1.5
    scale *= VALLEYS / (2 * np.pi**2) * 1e-6
    occupation = 1.0 / (np.exp(Y**2 - mu / (K_B * T)) + (1.0 if fermi else 0.0))
    return scale * np.sum(W * 2 * Y**2 * occupation)


def ionised(mu, T, levels):
    """Probability of the empty donor from its explicit list of states."""
    return 1.0 / (1.0 + sum(np.exp((e + mu) / (K_B * T)) for e in levels))


def solve_definition(T, acceptors=N_A, hexa=HEX, cubic=CUB, fermi=False):
    def charge(mu):
        positive = N / 2 * (ionised(mu, T, hexa) + ionised(mu, T, cubic))
        return band_density(mu, T, fermi) + acceptors - positive
    mu = brentq(charge, -1.0, 0.1, xtol=1e-15)
    return (band_density(mu, T, fermi), ionised(mu, T, hexa),
            ionised(mu, T, cubic), mu)


def site_densities(T, g=2):
    nc = 2 * VALLEYS * (2 * np.pi * MASS * const.m_e * const.k * T
                        / const.h**2) ** 1.5 * 1e-6
    return (nc, nc / g * np.exp(-E_H / (K_B * T)),
            nc / g * np.exp(-E_K / (K_B * T)))


def cubic_data(T, acceptors=N_A, g=2):
    _, nh, nk = site_densities(T, g)
    a = acceptors + nh + nk
    b = nh * nk + (acceptors - N / 2) * (nh + nk)
    c = nh * nk * (acceptors - N)
    q = (a * a - 3 * b) / 9
    r = (2 * a**3 - 9 * a * b + 27 * c) / 54
    theta = np.arccos(np.clip(-r / q**1.5, -1, 1))
    root = -a / 3 + 2 * np.sqrt(q) * np.cos(theta / 3)
    return a, b, c, q, r, theta, root


# Closed root and site fractions against quadrature and state sums.
rows, boltzmann_errors = [], []
for T in TEMPS:
    n = cubic_data(T)[-1]
    _, nh, nk = site_densities(T)
    fh, fk = nh / (nh + n), nk / (nk + n)
    n_def, fh_def, fk_def, _ = solve_definition(T)
    assert abs(n / n_def - 1) < 1e-8
    assert abs(fh - fh_def) < 1e-8 and abs(fk - fk_def) < 1e-8
    n_fermi = solve_definition(T, fermi=True)[0]
    boltzmann_errors.append(abs(n / n_fermi - 1))
    rows.append((T, n, fh, fk))
assert max(boltzmann_errors) < 2e-3

# Root intervals, tested for weak and strong compensation.
for T in (150, 300, 500):
    for acceptors in (0.0, N_A, 0.5 * N, 0.7 * N):
        a, b, c = cubic_data(T, acceptors)[:3]
        _, nh, nk = site_densities(T)
        roots = np.roots([1, a / N, b / N**2, c / N**3]) * N
        assert np.max(np.abs(roots.imag)) < 1e-8 * N
        low, middle, high = np.sort(roots.real)
        assert low < -nh < middle < -nk < 0 < high
        assert abs(high / solve_definition(T, acceptors)[0] - 1) < 1e-7

# Four freeze-out laws; neglected terms are below about one part in 1000.
T_COLD = 40
_, nh, nk = site_densities(T_COLD)
limits = [(0.0, np.sqrt(N * nh / 2)),
          (N_A, nh * (N / 2 - N_A) / N_A),
          (0.5 * N, np.sqrt(nh * nk)),
          (0.7 * N, nk * (N - 0.7 * N) / (0.7 * N - N / 2))]
freeze = []
for acceptors, estimate in limits:
    n_cold = solve_definition(T_COLD, acceptors)[0]
    assert abs(estimate / n_cold - 1) < 2e-3
    freeze.append((acceptors, n_cold, estimate))

# Single donor level at the mean binding energy.
E_MEAN = (E_H + E_K) / 2
MEAN = [E_MEAN] * 2


def crossing(T):
    _, h_density, k_density = site_densities(T)
    return np.sqrt(h_density * k_density) - (N / 2 - N_A)


T_STAR = brentq(crossing, 100, 500)
n_star = solve_definition(T_STAR)[0]
n_star_mean = solve_definition(T_STAR, hexa=MEAN, cubic=MEAN)[0]
assert abs(n_star / n_star_mean - 1) < 1e-8
assert abs(n_star / (N / 2 - N_A) - 1) < 1e-8
mean_rows = []
for T in TEMPS:
    two = solve_definition(T)[0]
    one = solve_definition(T, hexa=MEAN, cubic=MEAN)[0]
    assert (one < two) if T < T_STAR else (one > two)
    if T in (100, 300):
        mean_rows.append((T, one, 100 * (one / two - 1)))

# Excited valley doublets: two orbital states times two spin states.
SPLIT_H, SPLIT_K = 0.010, 0.050
excited_h = HEX + [E_H - SPLIT_H] * 4
excited_k = CUB + [E_K - SPLIT_K] * 4
for T in TEMPS:
    upper = cubic_data(T, g=2)[-1]
    lower = cubic_data(T, g=6)[-1]
    between = solve_definition(T, hexa=excited_h, cubic=excited_k)[0]
    assert lower < between < upper
n_excited = solve_definition(300, hexa=excited_h, cubic=excited_k)[0]
n_sixfold = cubic_data(300, g=6)[-1]

nc, nh, nk = site_densities(300)
a, b, c, q, r, theta, n300 = cubic_data(300)
mu300 = solve_definition(300)[3]
print(f"Binding energies h, k: {1000*E_H:.0f}, {1000*E_K:.0f} meV")
print(f"Total donors N: {N:.3e} cm^-3; per site: {N/2:.3e} cm^-3")
print(f"Acceptors N_A: {N_A:.3e} cm^-3")
print(f"Valleys: {VALLEYS}; mass per valley: {MASS:.1f} electron masses")
print("Intermediate values at 300 K, g = 2")
print(f"kT: {1000*K_B*300:.4f} meV")
print(f"N_c: {nc:.5e} cm^-3")
print(f"n_h: {nh:.5e} cm^-3")
print(f"n_k: {nk:.5e} cm^-3")
print(f"a: {a:.6e} cm^-3")
print(f"b: {b:.6e} cm^-6")
print(f"c: {c:.6e} cm^-9")
print(f"Q: {q:.6e} cm^-6")
print(f"R: {r:.6e} cm^-9")
print(f"theta: {theta:.6f} rad")
print(f"n: {n300:.5e} cm^-3 = {n300*1e6:.5e} m^-3")
print(f"mu from band edge: {1000*mu300:.2f} meV")
print("T (K), n (cm^-3), ionised h (%), ionised k (%)")
for T, n, fh, fk in rows:
    print(f"{T:3d}  {n:.4e}  {100*fh:.2f}  {100*fk:.2f}")
print(f"Largest Boltzmann error in n: {100*max(boltzmann_errors):.4f} %")
print(f"Freeze-out at {T_COLD} K: N_A, n solved, n limit (cm^-3)")
for acceptors, solved, estimate in freeze:
    print(f"{acceptors:.2e}  {solved:.5e}  {estimate:.5e}")
print(f"Mean binding energy: {1000*E_MEAN:.1f} meV")
print(f"T*: {T_STAR:.2f} K; n there: {n_star:.4e} cm^-3")
print("Mean level: T (K), n (cm^-3), error against two sites (%)")
for T, one, error in mean_rows:
    print(f"{T:3d}  {one:.4e}  {error:+.2f}")
print(f"Splittings h, k: {1000*SPLIT_H:.0f}, {1000*SPLIT_K:.0f} meV")
print(f"n with excited states, 300 K: {n_excited:.4e} cm^-3")
print(f"n with g = 6, 300 K: {n_sixfold:.4e} cm^-3")
print(f"Change by excited states: {100*(n_excited/n300-1):+.2f} %")
print(f"Change by g = 6: {100*(n_sixfold/n300-1):+.2f} %")
print("no test failed")
```

Running it gives:

```
Binding energies h, k: 61, 126 meV
Total donors N: 1.000e+17 cm^-3; per site: 5.000e+16 cm^-3
Acceptors N_A: 1.000e+15 cm^-3
Valleys: 3; mass per valley: 0.4 electron masses
Intermediate values at 300 K, g = 2
kT: 25.8520 meV
N_c: 1.90451e+19 cm^-3
n_h: 8.99494e+17 cm^-3
n_k: 7.27858e+16 cm^-3
a: 9.732799e+17 cm^-3
b: 1.782865e+34 cm^-6
c: -6.481566e+51 cm^-9
Q: 9.930977e+34 cm^-6
R: 2.801394e+52 cm^-9
theta: 2.679519 rad
n: 7.07162e+16 cm^-3 = 7.07162e+22 m^-3
mu from band edge: -144.66 meV
T (K), n (cm^-3), ionised h (%), ionised k (%)
100  7.5227e+15  17.03  0.01
150  2.6119e+16  53.49  0.75
200  4.1922e+16  78.21  7.63
250  5.6620e+16  88.29  26.95
300  7.0716e+16  92.71  50.72
400  8.7888e+16  96.60  81.18
500  9.4131e+16  98.14  92.12
600  9.6457e+16  98.85  96.06
Largest Boltzmann error in n: 0.0451 %
Freeze-out at 40 K: N_A, n solved, n limit (cm^-3)
0.00e+00  2.18595e+13  2.18643e+13
1.00e+15  4.68261e+11  4.68485e+11
5.00e+16  7.68564e+05  7.68564e+05
7.00e+16  9.26726e+01  9.26726e+01
Mean binding energy: 93.5 meV
T*: 224.44 K; n there: 4.9000e+16 cm^-3
Mean level: T (K), n (cm^-3), error against two sites (%)
100  1.4285e+15  -81.01
300  7.6081e+16  +7.59
Splittings h, k: 10, 50 meV
n with excited states, 300 K: 6.4971e+16 cm^-3
n with g = 6, 300 K: 5.6188e+16 cm^-3
Change by excited states: -8.12 %
Change by g = 6: -20.54 %
no test failed
```
